# Coherent strain and the critical temperature of an epitaxial alloy

## Result

An alloy A\(_{1-x}\)B\(_x\) has the regular-solution interaction \(\Omega>0\) when each phase is free of stress. It is grown as a coherent film on a thick substrate, with composition varying only along the growth normal. Its critical temperature is then

\[
T_c=\frac{\Omega-vM\eta^2}{2k},\qquad T_c^{\rm free}-T_c=\frac{vM\eta^2}{2k}.
\]

Here \(v\) is the volume per mixing site, \(M\) the biaxial modulus, \(\eta=d\ln a/dx\) the relative change of lattice parameter with composition, and \(k\) Boltzmann's constant. The lowering is proportional to \(M\) and independent of the substrate's lattice parameter.

This holds in mean field and linear elasticity, with constant \(v\), \(M\) and \(\eta\), for \(vM\eta^2<\Omega\), and only while the film stays free of misfit dislocations. The substrate does not enter \(T_c\), but through the misfit it sets the critical thickness up to which the film stays coherent. Two of the restrictions are lifted below. A composition-dependent modulus brings the substrate back into \(T_c\), and composition waves running along the film pay a smaller elastic price near the free surface.

## 1. One uniform layer

Take a cubic (001) film with \(z\) along the normal. Let \(x_s\) be the alloy composition whose stress-free lattice parameter equals that of the substrate. With no dislocations, the film adopts the substrate's in-plane spacing. To first order in the misfit its in-plane strains, measured from its own stress-free state, are

\[
\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon=\eta(x_s-x).
\]

The top surface is free, so the normal stress vanishes:

\[
\sigma_{zz}=C_{11}\varepsilon_{zz}+2C_{12}\varepsilon=0
\quad\Rightarrow\quad
\varepsilon_{zz}=-\frac{2C_{12}}{C_{11}}\varepsilon .
\]

The shear strains are zero by symmetry. The in-plane stress is

\[
\sigma_{xx}=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_{zz}=M\varepsilon,
\qquad
M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .
\]

The energy density is half of stress times strain. Two in-plane directions contribute and the normal direction does not, which gives \(\tfrac12(2M\varepsilon^2)=M\varepsilon^2\). Per mixing site the elastic energy is therefore

\[
e(x)=w(x-x_s)^2,\qquad w=vM\eta^2 .
\]

Its second derivative \(2w\) is positive, so the term is convex. It vanishes at \(x=x_s\), where the film fits the substrate.

For the numbers I use round model parameters: \(a=0.6\) nm, and \(v=a^3/4=0.054\) nm\(^3\), as for mixing on one face-centred cubic sublattice. The moduli are \(C_{11}=100\) GPa and \(C_{12}=50\) GPa, and \(\eta=0.04\). Then \(M=100+50-2(50)^2/100=100\) GPa, and

\[
w=(5.4\times10^{-29}\,{\rm m^3})(10^{11}\,{\rm Pa})(0.04)^2
=8.64\times10^{-21}\,{\rm J}=53.9\ {\rm meV}.
\]

## 2. A stack of different layers

Phase separation needs at least two compositions, so the energy of one layer is not yet enough. Let \(x\) depend on \(z\). Every layer has the in-plane spacing of the thick substrate, whatever its neighbours contain. Mechanical equilibrium requires \(d\sigma_{zz}/dz=0\), and the free surface sets the constant value of \(\sigma_{zz}\) to zero. Each layer thus satisfies the conditions of section 1 separately. Differences in \(\varepsilon_{zz}\) merely change the layer thicknesses. The elastic energy is the sum of \(e(x)\) over sites, with no interaction between layers.

The mean-field free energy per site is then

\[
g(x)=\Omega x(1-x)+kT[x\ln x+(1-x)\ln(1-x)]+w(x-x_s)^2 .
\]

The parameter \(\Omega\) must describe separately relaxed phases. If it already contained the coherency energy, that energy would be counted twice. Interface energy, composition-gradient energy and short-range order are left out.

## 3. The critical point

Expand the elastic term and replace \(x^2\) by \(x-x(1-x)\):

\[
(x-x_s)^2=x^2-2x_sx+x_s^2=-x(1-x)+(1-2x_s)x+x_s^2 .
\]

The last two terms are linear and constant in \(x\). When the stack exchanges atoms internally at fixed mean composition, they add the same energy to every arrangement. They tilt and shift \(g\) without changing which compositions share a common tangent. What remains is a regular solution with

\[
\Omega_{\rm eff}=\Omega-w .
\]

The curvature confirms this:

\[
g''(x)=\frac{kT}{x(1-x)}-2(\Omega-w).
\]

Since \(x(1-x)\le\tfrac14\), the smallest curvature is \(4kT-2(\Omega-w)\), reached at \(x=\tfrac12\). Above the temperature where it vanishes, \(g\) is convex and the uniform alloy is stable. Below it, \(g\) has a concave part and separation lowers the free energy. Hence \(kT_c=(\Omega-w)/2\).

Two limits follow.

- For \(w\to0\), by a soft film or equal lattice parameters, \(T_c\to\Omega/2k\), the stress-free value.
- For \(w\ge\Omega\), the curvature is positive at every \(T>0\). The layered film then has no miscibility gap at all, and the formula for \(T_c\) no longer describes a transition.

With \(\Omega=150\) meV, the effective interaction is \(150-53.9=96.1\) meV. The critical temperature falls from 870 K to 557 K, a lowering of 313 K, or 3.13 K for each GPa of biaxial modulus. The gap would vanish at \(M=\Omega/(v\eta^2)=278\) GPa. Here \(\Omega\) and \(\eta\) were chosen independently, so that a gap survives. In III–V alloys \(\Omega\) comes largely from the size mismatch itself and grows like \(\eta^2\), and \(w\) is then commonly comparable to or larger than \(\Omega\), near or in the second limit above.

The gap also narrows. After the linear term is removed, \(g\) is symmetric about \(x=\tfrac12\), so the common tangent is horizontal and touches the two minima. Setting the derivative to zero gives

\[
kT\ln\frac{1-x}{x}=(\Omega-w)(1-2x).
\]

One root is always \(x=\tfrac12\), which below \(T_c\) is the maximum between the two minima. At 450 K the other roots, which are the edges of the gap, are \(x=0.150\) and \(0.850\). With \(w=0\) they are \(0.025\) and \(0.975\). Coherency therefore raises the solubility of B in A at this temperature about sixfold. These numbers presume coherency. For the model parameters the equilibrium (Matthews–Blakeslee) critical thickness is only about 4 nm at 2 % misfit, as for \(x=\tfrac12\) on \(x_s=0\) or \(1\), and under 2 nm for \(x=0.85\) on \(x_s=0\). At such thicknesses the omitted interface and gradient energies are not negligible. Thick coherent films require \(x_s\) near the mean composition.

## 4. Where the substrate reappears: contact with vapour

The linear term dropped out because the mean composition was fixed. During growth the vapour may instead fix the exchange potential \(\Delta\mu\), the free energy gained by the film when one A atom is replaced by B. If the film equilibrates with the vapour under coherent strain, then \(g'(x)=\Delta\mu\):

\[
kT\ln\frac{x}{1-x}+\Omega(1-2x)+2w(x-x_s)=\Delta\mu .
\]

Differentiate at constant \(T\) and \(\Delta\mu\). The left side changes by \(g''\,dx-2w\,dx_s=0\), so

\[
\frac{dx}{dx_s}=\frac{2w}{g''(x)} .
\]

In a stable film \(g''>0\), so the composition follows the substrate: a larger \(x_s\) gives a larger \(x\). This is composition pulling. Above the stress-free critical temperature \(g''>2w\), and \(x\) shifts by less than \(x_s\) does. Between the two critical temperatures \(g''\) can be smaller than \(2w\), and \(x\) then shifts by more than \(x_s\), so it can overshoot the composition that fits.

At 1000 K, above both critical temperatures, let the vapour be such that a stress-free alloy would have \(x=0.30\). With \(kT=86.2\) meV this means

\[
\Delta\mu=86.2\ln(0.3/0.7)+150(0.4)=-13.0\ {\rm meV}.
\]

Solving the coherent equation numerically for \(x_s=0\) gives \(x=0.186\). The film takes up little more than three fifths of the B content of the stress-free alloy. At that point \(g''=86.2/(0.186\times0.814)-192.1\approx377\) meV, and \(dx/dx_s=107.9/377=0.286\). The substrate thus changes what is incorporated, even though it leaves \(T_c\) unchanged.

## 5. Letting the modulus vary

The independence from \(x_s\) relied on a purely quadratic elastic term. To see what replaces it, write \(y=x-\tfrac12\) and \(y_s=x_s-\tfrac12\), and let

\[
M(x)=M(1+my),\qquad a(x)=a(1+\eta y),
\]

where \(M\), \(a\), \(v\) and \(w\) now denote values at \(x=\tfrac12\). The elastic energy is kept quadratic in the misfit. The misfit and site volume, taken from the lattice parameters without further expansion, are

\[
\varepsilon=\frac{a_s-a(x)}{a(x)}=\frac{\eta(y_s-y)}{1+\eta y},\qquad v(x)=v(1+\eta y)^3 .
\]

In the product \(v(x)\varepsilon^2\), two of the three volume factors cancel:

\[
e=w(1+my)(1+\eta y)(y-y_s)^2 .
\]

To first order the prefactor is \(1+py\), with \(p=m+\eta\). Differentiating twice,

\[
e''=2w[(1+py)+2p(y-y_s)]=2w[1+p(3y-2y_s)] .
\]

The condition \(g''=0\) gives the spinodal temperature

\[
kT_s=\left(\tfrac14-y^2\right)\left[2(\Omega-w)-2wp(3y-2y_s)\right].
\]

The free energy is convex everywhere above the highest point of this curve and not below it, so that point is \(T_c\). The maximum lies at \(y\) of order \(p\). Because the unperturbed curve is flat at \(y=0\), moving the maximum changes its height only at order \(p^2\). The first-order change is read off at \(y=0\):

\[
\Delta T_c=\frac{wp\,y_s}{k}=-\frac{wp}{k}\left(\tfrac12-x_s\right).
\]

It vanishes for a substrate matched to \(x=\tfrac12\). If \(p<0\), the effective stiffness falls with increasing \(x\), and a substrate matched to pure A raises \(T_c\).

Take \(m=-0.2\), so \(p=-0.16\). For \(x_s=0\), \(wpy_s=53.9\times0.16\times0.5=4.31\) meV, or \(+50\) K. For \(x_s=1\) the change is \(-50\) K. These would give 607.5 K and 507.4 K. The maximum of the spinodal, found numerically with the unexpanded \(e\), lies at 610.7 K and 510.5 K, about 3 K higher in both cases.

The second-order terms account for this. Put \(D=2(\Omega-w)\) and \(c=6wp\). Near \(y=0\) the spinodal contains \(-cy/4-Dy^2\), whose maximum is \(c^2/(64D)\). The omitted product \(m\eta y^2\) adds \(2wm\eta y_s^2\) to \(e''\) at \(y=0\), hence \(-wm\eta y_s^2/2\) to \(kT_s\). Together,

\[
k\,\delta T=\frac{9w^2p^2}{32(\Omega-w)}-\frac{wm\eta y_s^2}{2}
\approx0.218+0.054=0.272\ {\rm meV},
\]

which is 3.2 K. Both terms are the same for \(y_s=\pm\tfrac12\).

These temperatures belong to an energy quadratic in \(\varepsilon\). Terms cubic in the misfit, which need third-order elastic constants, would change \(T_c\) at the same order as the \(\eta\) in \(p\). For example, using \(\varepsilon+\varepsilon^2/2\) as the strain with the same moduli replaces \(p\) by \(m-\eta/2\) in \(\Delta T_c\), and the first-order shift becomes 69 K instead of 50 K. The contribution of \(m\) is unaffected at first order, but that of \(\eta\) is only a model value.

## 6. Waves along the film

Now let the composition vary along \(x_1\), an in-plane coordinate named so as to keep it apart from the composition \(x\). Regions side by side pull on one another, and the surface can relax part of their stress. Section 2 no longer applies.

Take film and substrate isotropic with equal moduli: Lamé constants \(\lambda,\mu\) and Poisson ratio \(\nu\). The solid fills \(z<0\) and its surface is flat. Return to constant \(M\), and add to a uniform film

\[
\delta x=c f(z)\cos qx_1 ,
\]

where \(c\) is now the amplitude. With the surface held flat and \(M\) constant, the average misfit does not couple to this wave at second order, because their product averages to zero along \(x_1\). If the surface height can also vary along \(x_1\), the average stress does work on the surface displacement caused by the wave. That coupling raises the onset temperature and makes it depend on \(x_s\). The results below are therefore for a flat surface or a film matched on average to its substrate. The wave prescribes the stress-free expansion \(e_0=\eta\,\delta x\) in all three directions.

**Field without a surface.** First extend the medium to \(z>0\), with \(f=0\) there, and try the displacement \(\nabla\phi\). Hooke's law reads

\[
\sigma_{ij}=\delta_{ij}[\lambda\nabla^2\phi-(3\lambda+2\mu)e_0]+2\mu\,\partial_i\partial_j\phi .
\]

Force balance holds if

\[
\nabla^2\phi=\beta e_0,\qquad
\beta=\frac{3\lambda+2\mu}{\lambda+2\mu}=\frac{1+\nu}{1-\nu},
\]

and then \(\sigma_{ij}=2\mu(\partial_i\partial_j\phi-\delta_{ij}\nabla^2\phi)\). Inserting \(C_{11}=\lambda+2\mu\) and \(C_{12}=\lambda\) in section 1 also gives \(M=2\mu\beta\).

With \(\phi=F(z)\cos qx_1\), the equation \(F''-q^2F=\beta\eta cf\) has the decaying solution

\[
F(z)=-\frac{\beta\eta c}{2q}\int_{-\infty}^0 f(z')e^{-q|z-z'|}dz' .
\]

At the surface

\[
F_0=-\frac{\beta\eta cI}{2q},\qquad F'(0)=-qF_0,\qquad I=\int_{-\infty}^0 f e^{qz}dz .
\]

The tractions left there are

\[
\sigma_{zz}=-2\mu\,\partial_1^2\phi=2\mu q^2F_0\cos qx_1,\qquad
\sigma_{1z}=2\mu\,\partial_1\partial_z\phi=2\mu q^2F_0\sin qx_1 .
\]

**Surface correction.** A free surface carries no traction. Add a field from the Airy function \(\chi=(A+Bz)e^{qz}\cos qx_1\), with \(\sigma_{zz}=\partial_1^2\chi\), \(\sigma_{1z}=-\partial_1\partial_z\chi\) and \(\sigma_{11}=\partial_z^2\chi\). At \(z=0\) its tractions are \(-q^2A\cos qx_1\) and \(q(qA+B)\sin qx_1\). Cancellation requires

\[
A=2\mu F_0,\qquad qA+B=-2\mu qF_0\ \Rightarrow\ B=-4\mu qF_0 .
\]

Hence \(\sigma_{11}+\sigma_{zz}=\nabla^2\chi=2qBe^{qz}\cos qx_1\). There is no strain along the third direction, so the stress there is \(\nu\) times this sum. Inserting \(B\) and \(F_0\), the trace of the correction is

\[
\sigma_{kk}^{\rm corr}=4\mu\beta(1+\nu)\eta c\,qI\,e^{qz}\cos qx_1 .
\]

The first field has trace \(-4\mu\nabla^2\phi=-4\mu\beta\eta cf\cos qx_1\).

**Energy.** The elastic energy is \(\tfrac12\int\sigma_{ij}(\varepsilon_{ij}-e_0\delta_{ij})\). The part \(\int\sigma_{ij}\varepsilon_{ij}\) vanishes, since the stress is in balance and does no work at the free surface or at depth. This leaves \(-\tfrac12\int\sigma_{kk}e_0\). Averaging \(\cos^2qx_1\) to \(\tfrac12\) and using \(\mu\beta=M/2\), the energy per area is

\[
W=\frac{M\eta^2c^2}{2}\left[\int f^2dz-(1+\nu)qI^2\right].
\]

The first term is the average of \(M\eta^2\delta x^2\), the price found for layers. The second is the relief given by the surface. Define \(\theta\) as the bracket divided by \(\int f^2dz\).

**Stability.** Let \(g_0\) be the free energy without the elastic term. The wave changes the chemical energy per area by \((c^2/4v)g_0''\int f^2dz\), so the total change is

\[
\frac{c^2}{4v}\,(g_0''+2\theta w)\int f^2dz .
\]

At \(x=\tfrac12\), \(g_0''=4kT-2\Omega\), and the uniform film becomes unstable to this wave below

\[
T_\theta=\frac{\Omega-\theta w}{2k}.
\]

## 7. How much the surface can relieve

Let the wave be confined to a film of thickness \(h\). The Cauchy–Schwarz inequality gives

\[
I^2\le\int f^2dz\int_{-h}^0e^{2qz}dz=\frac{1-e^{-2qh}}{2q}\int f^2dz,
\]

with equality for \(f\propto e^{qz}\). The smallest penalty factor is therefore

\[
\theta_{\min}=1-\frac{1+\nu}{2}\left(1-e^{-2qh}\right).
\]

For wavelengths long compared with the film thickness, \(qh\to0\) and \(\theta_{\min}\to1\). Each wide region is held by the substrate as if it were alone, and the layered-film result returns. For \(qh\to\infty\), \(\theta_{\min}\to(1-\nu)/2\): the wave sits within a depth of about \(1/q\) and relaxes through the surface.

In the example \(\nu=C_{12}/(C_{11}+C_{12})=1/3\), with \(C_{44}=25\) GPa for isotropy. The short-wave limit is \(\theta=1/3\), and

\[
T_\theta=\frac{150-53.9/3}{2k}=766\ {\rm K}.
\]

This lies 209 K above the layered-film critical temperature, though still below the stress-free 870 K. It is a limit for \(qh\gg1\). The wavelength must also remain well above the atomic spacing, and gradient energy, omitted here, would lower the onset for short waves.

The exponential profile requires atoms to rearrange in depth. If the modulation is instead uniform through the film, \(f=1\) and \(I=(1-e^{-qh})/q\), so with \(s=qh\)

\[
\theta=1-(1+\nu)\frac{(1-e^{-s})^2}{s}.
\]

This tends to 1 at both ends: long waves are held by the substrate, and for short waves most of the film lies too deep to feel the surface. Setting the derivative of the fraction to zero gives \(2se^{-s}=1-e^{-s}\), or \(e^s=1+2s\), with the root \(s=1.256\). The most favourable wavelength is \(2\pi h/s\approx5h\). There \(\theta=0.457\) and the onset is 727 K.

At \(x=\tfrac12\) and 650 K, then, this model film is stable against separation into layers but unstable to suitable lateral waves, provided that atoms can move far enough to form them. The value \((\Omega-w)/2k\) is the critical temperature for layering along the normal, and it does not guarantee lateral uniformity.

All numerical values are calculated from the stated model.
